# Anomalous Hall conductivity from Fermi-loop Berry phases, up to one integer, part 2

The intrinsic anomalous Hall conductivity $\sigma_{xy}$ of independent electrons at zero temperature is sought from the Berry phases of Fermi loops. Hartree atomic units are used ($\hbar=e=m_e=1$, electron charge $-1$). Band $n$ has energy $\varepsilon_n$, cell-periodic state $|u_n\rangle$, occupation $f_n=\theta(\mu-\varepsilon_n)$, connection $\mathbf A_n=i\langle u_n|\nabla_{\mathbf k}u_n\rangle$ and curvature $\boldsymbol\Omega_n=\nabla_{\mathbf k}\times\mathbf A_n$:

$$\Omega_{n,z}=-2\,\mathrm{Im}\sum_{m\ne n}\frac{\langle n|\partial_xH|m\rangle\langle m|\partial_yH|n\rangle}{(\varepsilon_n-\varepsilon_m)^2},\tag{1}$$

The period along $z$ is $c$, $G=2\pi/c$, and the window edge $k_c$ is arbitrary. The slice flux $\Phi$ is continuous if no bands touch at $\mu$, which keeps its integrand bounded:

$$\Phi(k_z)=\sum_n\int dk_xdk_y\,f_n\Omega_{n,z},\qquad K_z=\frac1{2\pi}\int_{k_c}^{k_c+G}\Phi\,dk_z .\tag{3}$$

$$\sigma_{xy}=-\frac{K_z}{4\pi^2}=-\frac{e^2}{hc}\,\frac{K_zc}{2\pi}.\tag{4}$$

A loop sampled at $M$ points, occupied side on its left, has phase

$$\varphi=-\mathrm{Im}\ln\,\langle u_1|u_2\rangle\langle u_2|u_3\rangle\cdots\langle u_M|u_1\rangle .\tag{5}$$

$$\Phi(k_z)=\sum_{\text{loops}}\varphi+2\pi N(k_z),\qquad N\in\mathbb Z .\tag{6}$$

With $\tilde\varphi$ a continuous lift of the summed phases,

$$\Phi=\tilde\varphi+2\pi N_0,\qquad K_z=\frac1{2\pi}\int_{k_c}^{k_c+G}\tilde\varphi\,dk_z+N_0G,\tag{7}$$

The Fermi surface cannot fix $N_0$: an added uncoupled insulating layer per period, of Chern number $M$, shifts $\Phi$ by $2\pi M$.

Near a Weyl node $W$ at $\mathbf k_W$, $H=\varepsilon_0+\mathbf d\cdot\boldsymbol\sigma$, with tilt $\varepsilon_0(\mathbf q)$, $d_j=\sum_iv_{ij}q_i$, $\mathbf q=\mathbf k-\mathbf k_W$ and chirality $\chi=\mathrm{sgn}\det v$. For the upper band, with $\vartheta,\phi$ the polar angles of $\mathbf d$,

$$\mathbf A_+\cdot d\mathbf k=-\tfrac12(1-\cos\vartheta)\,d\phi ,\tag{8}$$

The source strength $q_{nW}$ is $+\chi_W$ for the lower band, $-\chi_W$ for the upper; a full band's Chern number changes by $q_{nW}$ upward through the node. With $\mathbf v=\nabla\varepsilon_n$, $\hat{\mathbf v}=\mathbf v/|\mathbf v|$, and the strip the Fermi surface between $k_1<k_2$,

$$\Phi_n(k_2)-\Phi_n(k_1)+\int_{\text{strip}}\boldsymbol\Omega_n\cdot\hat{\mathbf v}\,dS=2\pi\sum_{W\in\text{occ}}q_{nW}.\tag{9}$$

$$\Phi(k_2)-\Phi(k_1)=-\sum_n\int_{\text{strip}}\boldsymbol\Omega_n\cdot\hat{\mathbf v}\,dS .\tag{10}$$

$$K_z=\frac{G\,\Phi(k_c)}{2\pi}+\frac1{2\pi}\sum_\alpha\int_{S_\alpha}k_z\,\boldsymbol\Omega\cdot\hat{\mathbf v}\,dS,\qquad k_z\in[k_c,k_c+G].\tag{12}$$

Sheet $S_\alpha$ has Chern number $C_\alpha=\frac1{2\pi}\oint_{S_\alpha}\boldsymbol\Omega\cdot\hat{\mathbf v}\,dS$, which is $-\chi$ around one node. On loop-free planes the filled bands have total Chern number $C$:

$$C(k_2)-C(k_1)=-\sum_{\alpha\ \text{between}}C_\alpha .\tag{13}$$

If the only sheets are pockets shrinking to nodes at one energy,

$$K_z\to C(k_c)\,G+\sum_\alpha C_\alpha k_\alpha=C(k_c)\,G-\sum_W\chi_Wk_{W,z}.\tag{14}$$

The opening numbers, for the model below at $\mu=0.05$ eV, were $489.38$ S/cm from all occupied states and $-338.40$ S/cm from loop phases started at zero on $k_z=-\pi/c$.

## 7. Implementation

The loop route needs the Fermi loops on a set of slices, the eigenvector of the band at $\mu$ on points along each loop, and one integer.

The discretization error of (5) is even in the step. Parametrize the loop by a smooth periodic $s$ with step $h$ and use a smooth periodic gauge. The function $\mathrm{Im}\ln\langle u(s-h/2)|u(s+h/2)\rangle$ changes sign under $h\to-h$, because the overlap is conjugated, so it contains $h,h^3,h^5,\dots$ with smooth periodic coefficients. A uniform sum of such a coefficient equals its integral divided by $h$ up to terms that fall faster than any power of $h$, so the error series is $h^2,h^4,\dots$ From $M$ and $M/2$ points, $\varphi_M+(\varphi_M-\varphi_{M/2})/3$ removes the $h^2$ term. The difference must be reduced to $(-\pi,\pi]$ first, or the extrapolation fails near a wrap. The logarithm is taken of the whole product or the result is reduced afterwards, since diagonalization returns arbitrary phases.

Unwrapping is reliable only if $\Phi$ changes by less than $\pi$ between neighbouring slices. A pocket with $C_\alpha\ne0$ changes $\Phi$ by $-2\pi C_\alpha$ over its own length, by (10). A small pocket that falls between two slices is invisible modulo $2\pi$, and the result is then wrong by $C_\alpha$ times a non-integer fraction of $G$. The extremal planes of every pocket must be located first and used as panel ends. At a pocket tip the loop area grows linearly from zero, so $\Phi$ has a kink there and is smooth on either side, which suits Gauss–Legendre panels.

The integer comes from one slice. On a gapped plane it is the lattice Chern number, the sum of plaquette phases (5) over a grid divided by $2\pi$, with the determinant of the overlap matrix of the filled bands when there are several. If no gapped plane exists, a sea estimate of $\Phi$ on one slice with an error below $\pi$ is enough, because $N=\mathrm{round}[(\Phi-\sum\varphi)/2\pi]$. On a slice with loops, $N$ is not in general the Chern number of the full bands, since the partly filled band can hold a flux outside $(-\pi,\pi]$.

For the surface route, the layer $\mu<\varepsilon<\mu+d\mu$ has thickness $d\mu/|\mathbf v|$, so $dS=|\mathbf v|\,\delta(\varepsilon-\mu)\,d^3k$. For a loop that each ray from an axis crosses once, $d^3k=r\,dr\,d\theta\,dk_z$, and the delta function integrated over $r$ gives $1/|v_r|$ with $v_r=\partial_r\varepsilon$:

$$\boldsymbol\Omega\cdot\hat{\mathbf v}\,dS=\boldsymbol\Omega\cdot\mathbf v\;\frac{r}{|v_r|}\,d\theta\,dk_z .\tag{15}$$

The orientation is automatic, and $r/|v_r|$ stays finite at the tips because $v_r\propto r$ there.

The overlaps must be those of the true cell-periodic functions. In a tight-binding basis with orbitals at $\boldsymbol\tau_j$ and a position operator diagonal in the orbitals, the Bloch sums carry $e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_j)}$, and a winding loop closes with $e^{-i\mathbf G_\parallel\cdot\boldsymbol\tau_j}$ on component $j$. In Wannier interpolation the off-diagonal position matrix elements add to $\mathbf A$ a term that the eigenvectors of the interpolated Hamiltonian do not contain, and its line integral must be added to (5).

The result fails or changes form under these conditions. A Weyl point exactly at $\mu$ makes the integrand of section 2 unbounded, and, for a node whose pockets shrink to a point there, $\Phi$ jumps by $2\pi\chi$ with no finite loop to record it. A degenerate sheet has no single-band phase, and the determinant of the overlap matrix of the degenerate group must be used. At finite temperature $f(\varepsilon)=\int d\epsilon\,(-f'(\epsilon))\,\theta(\epsilon-\varepsilon)$, so $\sigma_{xy}$ is the zero-temperature result averaged over the Fermi level with weight $-f'$. The spin Hall conductivity has $\partial_xH$ replaced by a spin-current operator in (1). Its integrand is in general not the curl of a connection. If the spin component is conserved, the result applies to each spin separately.

## 8. The model

With $x=k_xa$, $y=k_ya$, $z=k_zc$, take a tetragonal lattice with both orbitals at the origin and

$$H=w\sin z+t\sin x\,\sigma_x+t\sin y\,\sigma_y+[m(z)+b(2-\cos x-\cos y)]\sigma_z,$$

where $m(z)=t_z(\cos z-\cos z_0)$. The chosen inputs are $t=b=1$ eV $=0.036749$ Ha, $t_z=0.6$ eV $=0.022050$ Ha, $w=0.2$ eV $=0.007350$ Ha, $z_0=0.4\pi=1.256637$, $a=2.95$ Å $=5.5747$ bohr and $c=4.68$ Å $=8.8439$ bohr. The lengths are chosen values of a typical metallic size and serve for scale only. A flux is unchanged by rescaling the axes, so $a$ drops out and $K_zc=(1/2\pi)\int\Phi\,dz$ is a pure number. Here $G=0.710453$ bohr$^{-1}=1.342561$ Å$^{-1}$ and $Gc=2\pi$.

The bands are $w\sin z\pm|\mathbf d|$. For $t=b$,

$$\partial_x|\mathbf d|^2=2t^2\sin x\cos x+2t\sin x\,[m+t(2-\cos x-\cos y)]=2t\sin x\,[m+t(2-\cos y)] .$$

The bracket is at least $m+t$, and $m\ge m(\pi)=-0.78541$ eV, so it is positive. Thus $|\mathbf d|$ grows with $|x|$, and by symmetry with $|y|$, from its minimum $|m|$ on the axis. With $E(z)=\mu-w\sin z$, a slice has a loop $|\mathbf d|=|E|$ if and only if $|E|>|m|$. The loop belongs to the upper band (electrons) for $E>0$ and to the lower band (holes) for $E<0$. It stays inside the zone, because the smallest $|\mathbf d|$ on the zone edge is $m+2b>1.2$ eV while $|E|\le0.8$ eV below.

The only nodes are at $(0,0,\pm z_0)$, that is $k_z=\pm0.142091$ bohr$^{-1}=\pm0.268512$ Å$^{-1}$, with energies $\pm0.19021$ eV $=\pm0.006990$ Ha. Near $z_W$, $\mathbf d\approx(tx,\,ty,\,-t_z\sin z_W\,\delta z)$, so $\det v\propto-\sin z_W$, which gives $\chi(-z_0)=+1$ and $\chi(+z_0)=-1$. At $z=0$, $m=0.41459$ eV and $d_z>0$ over the whole slice, so $\hat{\mathbf d}$ never reaches the south pole, a smooth gauge covers the torus, and $C=0$. Crossing $+z_0$ upward changes the lower-band Chern number by $\chi=-1$, so $C(\pi)=-1$. The lattice calculation gives the same two integers, and the integral of (1) at $z=\pi$ gives $-1.0000000$ in units of $2\pi$. A layer with the Hamiltonian $H(x,y,\pi)$ is gapped for $|\mu|<0.78541$ eV and is an explicit case of the added layer of section 4, with $M=-1$.

## 9. Case A: two pockets of opposite Chern number

At $\mu=0.05$ eV $=0.001837$ Ha the node at $-z_0$ lies below $\mu$ and the node at $+z_0$ above it. There is an electron pocket for $z\in[-1.67677,-0.86765]$ with computed $C_\alpha=-1.000000$ and a hole pocket for $z\in[1.03327,1.51115]$ with $C_\alpha=+1.000000$, equal to $-\chi$ in both cases. Sample slices, with phases in radians:

| $z$ | $\Phi$ (sea) | $\varphi$ (loop) | $N$ |
|---|---|---|---|
| $-1.50$ | $-4.635728$ | $+1.647458$ | $-1$ |
| $-1.00$ | $-0.965279$ | $-0.965279$ | $0$ |
| $0.00$ | $0$ | $0$ | $0$ |
| $1.15$ | $-1.570550$ | $-1.570550$ | $0$ |
| $1.35$ | $-4.103153$ | $+2.180032$ | $-1$ |
| $2.50$ | $-6.283185$ | $0$ | $-1$ |

In the first row $-4.635728-1.647458=-6.283186$, which is $-2\pi$ to rounding. The flux rises from $-2\pi$ to $0$ across the electron pocket and falls back across the hole pocket, as (13) requires.

With $z_c=-\pi$, which misses the surface, (12) needs the moments $(1/2\pi)\oint z\,\boldsymbol\Omega\cdot\hat{\mathbf v}\,dS$, which are $+1.295232$ and $+1.273373$:

$$K_zc=2\pi(-1)+1.295232+1.273373=-6.283185+2.568605=-3.71458 .$$

The sea, loop and surface evaluations each give $-3.714579$. Then $K_z=-3.714579/8.8439=-0.42002$ bohr$^{-1}$ ($-0.793714$ Å$^{-1}$), and $\sigma_{xy}=0.420015/4\pi^2=1.0639\times10^{-2}$ atomic units. The atomic unit $e^2/(\hbar\,\text{bohr})$ is $45998.5$ S/cm, so $\sigma_{xy}=489.38$ S/cm. Equivalently $3.714579/2\pi=0.591194$, and $0.591194\times827.79=489.38$. The lift started at zero on the plane $z=-\pi$ gives $K_zc=2.568606$, hence $-2.568606/2\pi=-0.408806$ units, or $-338.40$ S/cm, which is $489.38-827.79$ up to rounding in the last digit. These are the two opening numbers, and the missing term is $C(\pi)G$.

Each moment divided by $C_\alpha$ is the flux-weighted position of the pocket, $-1.295232$ and $+1.273373$, to be compared with the nodes at $\mp1.256637$. Their separation exceeds $2z_0=2.513274$ by about $0.05533$, which is the whole departure of $K_zc$ from the Weyl limit of section 11.

A window starting at $z_c=-1.1$ cuts the electron pocket. The part below the cut is moved up by $2\pi$, and the total moment becomes $-2.048596$. The edge loop has $\varphi=-1.665983$ rad, and $-2.048596-1.665983=-3.714579$, so the integer is $0$ for this window although it was $-1$ for the other. It is zero because $\Phi(z_c)$ happens to lie within $(-\pi,\pi]$. A cut at $z=-1.50$ would need $N=-1$, by the table. On the slice $z=-1.1$ the finite-difference slope of the loop phase is $6.9629$ rad per unit $z$, equal to minus the strip flux from (15), which is the differential form of (10).

## 10. Case B: both nodes inside one pocket

At $\mu=0.6$ eV $=0.022050$ Ha a single electron pocket spans $z\in[-2.60742,1.96392]$ and encloses both nodes, so $C_\alpha=-(+1)-(-1)=0$, as computed. Its moment is nevertheless $+2.876318$, because flux enters the surface at some $k_z$ and leaves at others. The flux $\Phi$ starts at $-2\pi$, takes the values $-2.346838$, $-1.574234$, $-0.624652$, $-2.091839$ and $-2.907489$ rad at $z=-1.50,-1.00,0,1.15,1.35$, and is back at $-6.283185$ rad at $z=2.50$. The result is $K_zc=-6.283185+2.876318=-3.406867$, so $K_z=-0.385221$ bohr$^{-1}=-0.727963$ Å$^{-1}$ and $\sigma_{xy}=9.7578\times10^{-3}$ atomic units $=448.84$ S/cm $=0.542220\,e^2/(hc)$. A sheet with zero Chern number has an origin-independent moment, which need not be small.

The lower band is full on every slice here, so the band-resolved jumps can be read directly. At $z_0-0.3$ the upper-band flux through the disk is $-1.480185$ rad, the lower-band Chern number is $0$, and $\Phi=-1.480185$ rad. At $z_0+0.3$ the upper flux is $+2.359287$ rad, the Chern number is $-1$, and $\Phi=2.359287-6.283185=-3.923898$ rad. For the upper band (9) reads $(2.359287+1.480185)/2\pi+0.388929=0.611071+0.388929=1.000000$, which is $-\chi(+z_0)$. The lower band changes by $\chi(+z_0)=-1$. In the sum the sources cancel, and $\Phi$ changes by $-3.923898+1.480185=-2.443713=-2\pi\times0.388929$, the strip flux alone.

The slice $z=1.35$ lies above the node at $1.256637$, so the full lower band already has Chern number $-1$, yet the output shows $N=0$. The upper band holds $-2.907489+6.283185=3.375696$ rad there, which exceeds $\pi$ and contributes $+1$ to $N$. On this side $N$ jumps where $\Phi$ passes $-\pi$, between $z=1.35$ and $z_0+0.3$, and not at the node. The same happens below the node at $-z_0$: at $z=-1.50$ the full lower band has Chern number $-1$, but $N=0$. Setting $N$ equal to the Chern number of the full bands would be wrong by $2\pi$ in both ranges, each of which extends outward from a node to the slice where $\Phi$ passes $-\pi$, at $z\approx1.40$ above $+z_0$ and at $z\approx-1.87$ below $-z_0$.

## 11. The Weyl limit and its first correction

For $w=0$ both nodes lie at zero energy. Equation (14) gives $K_zc=-2\pi-[(+1)(-z_0)+(-1)(z_0)]=-2\pi+2z_0=-3.769911$, which is also $C=-1$ times the length $2\pi-2z_0$ of the range $|z|>z_0$. Then $\sigma_{xy}=1.0798\times10^{-2}$ atomic units $=496.67$ S/cm.

For small $\mu>0$ there are two electron pockets, mirror images under $z\to-z$, which contribute equally. On a loop $|\mathbf d|=\mu$ and $\phi$ winds once counterclockwise, so (8) gives $\Phi=-\pi(1-d_z/\mu)$ whenever $d_z$ is constant on the loop. This branch is the continuous one, since it is $0$ at the tip $m=+\mu$ and $-2\pi$ at the tip $m=-\mu$. For small radius $d_z=m+br^2/2$ and $t^2r^2=\mu^2-m^2$ to leading order, both independent of angle, so $d_z=m+b(\mu^2-m^2)/2t^2$ up to order $\mu^3$.

Near $+z_0$ put $z=z_0+q$. Then $m=-\alpha q-\beta q^2$ with $\alpha=t_z\sin z_0$ and $\beta=\frac12t_z\cos z_0$. Inverting, $q=-m/\alpha-\beta m^2/\alpha^3$ and $|dq|=(1/\alpha+2\beta m/\alpha^3)\,dm$. The tips $q_\pm$, at $m=\mp\mu$, satisfy $q_++q_-=-2\beta\mu^2/\alpha^3$. In the limit $\Phi$ is a step, $0$ for $q<0$ and $-2\pi$ for $q>0$, with integral $-2\pi q_+$ over the pocket. The excess of the true integral over the step is

$$-\pi(q_+-q_-)+\frac\pi\mu\int d_z\,dq+2\pi q_+=\pi(q_++q_-)+\frac\pi\mu\int d_z\,dq .$$

In $\int m\,|dq|$ the term odd in $m$ vanishes, leaving $(2\beta/\alpha^3)(2\mu^3/3)$. The other part is $(b/2t^2\alpha)\int_{-\mu}^{\mu}(\mu^2-m^2)\,dm=(b/2t^2\alpha)(4\mu^3/3)$. Two pockets and the factor $1/2\pi$ together multiply the excess by $1/\pi$:

$$\delta(K_zc)=\mu^2\left[-\frac{2\beta}{\alpha^3}+\frac23\frac{2\beta}{\alpha^3}+\frac{2b}{3t^2\alpha}\right]=\mu^2\left[\frac{2b}{3t^2\alpha}-\frac{2\beta}{3\alpha^3}\right].$$

For these untilted nodes no term is linear in $\mu$. The node energy of the tilted model gives $\alpha=(t_z/w)(0.19021)=0.57063$ eV, and $2\beta=t_z-m(0)=0.6-0.41459=0.18541$ eV. The bracket is $1.16830-0.33262=0.83568$ eV$^{-2}$. It predicts $1.337\times10^{-3}$ at $\mu=0.04$ eV and $3.343\times10^{-4}$ at $\mu=0.02$ eV. The surface integrals give $K_zc=-3.768574$ and $-3.769577$, with deviations $1.337\times10^{-3}$ and $3.343\times10^{-4}$ and ratio $4.000$. For an untilted linear cone, $b=\beta=0$ and the correction vanishes, so the dependence on $\mu$ here comes from the curvature of the bands. A tilt along $z$ changes this. It displaces the pocket from the node in proportion to $\mu$, even for a strictly linear cone, and when the two nodes are tilted oppositely the displacements add. With $w\sin z$ replaced by $w(\cos z-\cos z_0)$ and $w=0.2$ eV the nodes stay at zero energy and $\delta(K_zc)\approx0.42\,\mu/\mathrm{eV}$ as $\mu\to0^+$, so the limit (14) is then approached linearly.

## 12. What the numerical check tests

The numerical check below evaluates (3) from its definition, by diagonalizing $H$, forming (1) with the actual occupations and integrating over each slice in polar coordinates split at the Fermi radius. It uses one octant of the slice after asserting the eightfold symmetry of $\Omega_z$, and it repeats the gapped slice on a periodic grid without symmetry. This sea flux is compared with the loop phases (5) in a random gauge, modulo $2\pi$ on every slice to better than $10^{-6}$, then with the unwrapped form (7) using the lattice Chern number at $z=\pi$, and with the surface form (12). It further tests the sheet Chern numbers against chiralities from a numerical Jacobian, the slope relation (10), the cut window, the band-resolved sources (9) and the quadratic approach to (14). The overall sign is tested separately by integrating the Schrödinger equation in a slowly ramped field and extracting the part of $\langle\partial_xH\rangle$ odd in the field. At $(x,y,z)=(0.4,0.3,2.0)$ this gives $\Omega_z/a^2=-1.2828$ for the lower band against $-1.2820$ from (1), a difference of about $6\times10^{-4}$ of the value from (1); the program asserts agreement in sign and to within $3\times10^{-3}$ of that value.

## Computed values

```
Hartree = 27.21139 eV, bohr = 0.529177 A, e^2/(hbar bohr) = 45998.5 S/cm
t=b=1.0 eV=0.036749 Ha, tz=0.6 eV=0.022050 Ha, w=0.2 eV=0.007350 Ha
a=2.95 A=5.5747 bohr, c=4.68 A=8.8439 bohr
G=0.710453 1/bohr=1.342561 1/A, e^2/(hc)=827.79 S/cm
z0=1.256637, k0=0.142091 1/bohr=0.268512 1/A
node energies at -+z0: -+0.19021 eV = -+0.006990 Ha
m(pi)=-0.78541 eV, m(0)=0.41459 eV
Omega_z/a^2 lower band at (0.4,0.3,2.0): evolution -1.2828, Kubo -1.2820
chi(-z0)=+1, chi(+z0)=-1; lower-band C(z=0)=0, C(z=pi)=-1
Kubo flux/2pi at z=pi (added Chern layer): polar -1.0000000, grid -1.0000000
--- case A: mu=0.05 eV=0.001837 Ha; max|Phi-phi mod 2pi| < 1e-6
pocket z in [-1.67677,-0.86765]: C=-1.000000, moment=+1.295232
pocket z in [1.03327,1.51115]: C=+1.000000, moment=+1.273373
z=-1.50: Phi=-4.635728 rad, phi=+1.647458 rad, N=-1
z=-1.00: Phi=-0.965279 rad, phi=-0.965279 rad, N=+0
z=+0.00: Phi=-0.000000 rad, phi=+0.000000 rad, N=+0
z=+1.15: Phi=-1.570550 rad, phi=-1.570550 rad, N=+0
z=+1.35: Phi=-4.103153 rad, phi=+2.180032 rad, N=-1
z=+2.50: Phi=-6.283185 rad, phi=+0.000000 rad, N=-1
K_z c: sea -3.714579, loops -3.714579, surface -3.714579
K_z c from Fermi surface alone (integer dropped): 2.568606
K_z=-0.420015 1/bohr=-0.793714 1/A
sigma_xy=1.0639e-02 au=489.38 S/cm=0.591194 e^2/(hc)
--- case B: mu=0.6 eV=0.022050 Ha; max|Phi-phi mod 2pi| < 1e-6
pocket z in [-2.60742,1.96392]: C=+0.000000, moment=+2.876318
z=-1.50: Phi=-2.346838 rad, phi=-2.346838 rad, N=+0
z=-1.00: Phi=-1.574234 rad, phi=-1.574234 rad, N=+0
z=+0.00: Phi=-0.624652 rad, phi=-0.624652 rad, N=+0
z=+1.15: Phi=-2.091839 rad, phi=-2.091839 rad, N=+0
z=+1.35: Phi=-2.907489 rad, phi=-2.907489 rad, N=+0
z=+2.50: Phi=-6.283185 rad, phi=+0.000000 rad, N=-1
K_z c: sea -3.406867, loops -3.406867, surface -3.406867
K_z c from Fermi surface alone (integer dropped): 2.876318
K_z=-0.385221 1/bohr=-0.727963 1/A
sigma_xy=9.7578e-03 au=448.84 S/cm=0.542220 e^2/(hc)
--- A, z_c=-1.1: dphi/dz=6.9629 rad, -strip flux=6.9629 rad
cut window: moment=-2.048596, phi_edge=-1.665983 rad, integer=+0
--- B, z0-0.3: upper flux=-1.480185 rad, C_low=0, Phi=-1.480185 rad
    B, z0+0.3: upper flux=+2.359287 rad, C_low=-1, Phi=-3.923898 rad
side flux/2pi=+0.388929, upper-band source/2pi=+1.000000
w=0, mu=0.04 eV: K_z c=-3.768574, deviation=+1.337e-03
w=0, mu=0.02 eV: K_z c=-3.769577, deviation=+3.343e-04
Weyl limit K_z c=-3.769911, deviation ratio=4.000
Weyl limit sigma_xy=1.0798e-02 au=496.67 S/cm
```
